# The Linear Coulomb Gap of Localised States in a Sheet: a program that tests the result

```python
"""
Coulomb gap of localised states in a sheet with interaction A/r.
Result under test: stability against single-electron transfers, closed by
treating pairs as independent, gives at low energy
    g(e) = |e| / (pi A^2),
with g the density of states per area and energy, e the level measured from
the chemical potential, A = e^2/(4 pi eps0 kappa).  Far from the chemical
potential g tends to the bare value g0.
Reduced units: energy A^2 g0, length 1/(A g0), G = g/g0, x = e/(A^2 g0).
A gate replaces 1/r by 1/r - 1/sqrt(r^2 + D^2), D = distance to the image.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import lambertw, struve, y0

rng = np.random.default_rng(12)

# ---- isolated pair: enumerate four occupations, uniform bare energies ----
width, coupling, points = 4.0, 1.0, 1000
bare = (np.arange(points) + 0.5) * width / points - width / 2
b1, b2 = np.meshgrid(bare, bare, indexing="ij")
occupations = [(0, 0), (1, 0), (0, 1), (1, 1)]
energies = np.array([b1 * p + b2 * q + coupling * (p - 0.5) * (q - 0.5)
                     for p, q in occupations])
best = energies.argmin(axis=0)
partner = np.array([q for p, q in occupations])[best]
level = b1 + coupling * (partner - 0.5)
in_bin = np.mean((level > 0.2) & (level < 0.3))
pair_enumerated = in_bin / (0.1 / width)
pair_formula = 1 - (coupling - 0.25) / width
assert abs(pair_enumerated - pair_formula) < 3e-3  # grid step limits this

# ---- closed equation for G, solved by Newton steps on a log grid ----
x = np.geomspace(1e-11, 1e6, 500)
weights = np.log(x[1] / x[0]) * x
weights[[0, -1]] *= 0.5


def solve_gap(forbidden_area, first_cell, start):
    """Solve ln G(x) = -integral of forbidden_area(x+y) G(y) dy."""
    kernel = forbidden_area(x[:, None] + x[None, :]) * weights
    kernel[:, 0] += first_cell
    upper_tail = np.pi / (x + x[-1])
    log_g = np.log(start)
    for _ in range(100):
        g = np.exp(log_g)
        residual = log_g + kernel @ g + upper_tail
        if np.max(np.abs(residual)) < 1e-9:
            break
        step = np.linalg.solve(np.eye(x.size) + kernel * g, -residual)
        log_g = log_g + np.clip(step, -1, 1)
    assert np.max(np.abs(residual)) < 1e-8
    return np.exp(log_g)


def at(values, position):
    return np.exp(np.interp(np.log(position), np.log(x), np.log(values)))


low = x[0]
cell = np.pi * (np.log1p(low / x) - low / (x + low)) / low
gap = solve_gap(lambda s: np.pi / s**2, cell, x / (x + np.pi))
slope_low = at(gap, 1e-8) / 1e-8
assert abs(slope_low * np.pi - 1) < 0.01

# ---- lattice samples relaxed by single-electron transfers ----
side, samples = 26, 40
sites = side * side
ix, iy = np.divmod(np.arange(sites), side)
dx = np.abs(ix[:, None] - ix)
dy = np.abs(iy[:, None] - iy)
dist = np.hypot(np.minimum(dx, side - dx), np.minimum(dy, side - dy))
np.fill_diagonal(dist, 1.0)
bare_inter = 1 / dist
gate_inter = 1 / dist - 1 / np.sqrt(dist**2 + 1.0)
np.fill_diagonal(bare_inter, 0.0)
np.fill_diagonal(gate_inter, 0.0)


def total_energy(phi, n, inter):
    return phi @ n + 0.5 * (n - 0.5) @ inter @ (n - 0.5)


phi = rng.uniform(-1, 1, sites)
n = rng.permutation(np.arange(sites) % 2).astype(float)
levels = phi + bare_inter @ (n - 0.5)
transfer_error = 0.0
for _ in range(20):
    i = rng.choice(np.flatnonzero(n == 1))
    j = rng.choice(np.flatnonzero(n == 0))
    moved = n.copy()
    moved[i], moved[j] = 0, 1
    direct = (total_energy(phi, moved, bare_inter)
              - total_energy(phi, n, bare_inter))
    formula = levels[j] - levels[i] - 1 / dist[i, j]
    transfer_error = max(transfer_error, abs(direct - formula))
assert transfer_error < 1e-9


def relaxed_levels(phi, inter):
    """Steepest single transfers until none lowers the energy."""
    n = np.zeros(sites)
    n[np.argsort(phi)[:sites // 2]] = 1
    lev = phi + inter @ (n - 0.5)
    while True:
        occ, emp = np.flatnonzero(n == 1), np.flatnonzero(n == 0)
        cost = lev[emp][None, :] - lev[occ][:, None] - inter[np.ix_(occ, emp)]
        k = cost.argmin()
        if cost.flat[k] > -1e-10:
            break
        i, j = occ[k // emp.size], emp[k % emp.size]
        n[i], n[j] = 0, 1
        lev = lev + inter[:, j] - inter[:, i]
    assert lev[occ].max() < lev[emp].min()
    return lev - 0.5 * (lev[occ].max() + lev[emp].min())


disorder = rng.uniform(-1, 1, (samples, sites))
lev_bare = np.abs([relaxed_levels(p, bare_inter) for p in disorder])
lev_gate = np.abs([relaxed_levels(p, gate_inter) for p in disorder])


def fraction(lev, window):
    return np.mean(lev < window)


alpha_sim = fraction(lev_bare, 0.3) / 0.3**2
power_sim = np.log2(fraction(lev_bare, 0.3) / fraction(lev_bare, 0.15)) - 1
power_gate = np.log2(fraction(lev_gate, 0.3) / fraction(lev_gate, 0.15)) - 1
centre_bare = fraction(lev_bare, 0.05) / 0.1
centre_gate = fraction(lev_gate, 0.05) / 0.1
assert 0.15 < alpha_sim < 1.0    # order-one slope; small metastable samples
assert 0.5 < power_sim < 2.0     # finite size steepens the low-energy end
assert centre_gate > 5 * centre_bare

# ---- example: MoS2 channel in thick hBN, rough typical parameters ----
eps_in, eps_out = 7.0, 3.5       # hBN, in plane and out of plane
g0_cm = 1e13                     # states per eV and cm^2
probe = 0.005                    # eV from the chemical potential
loc_length = 2.0                 # nm
gate_distance = 100.0            # nm
sheet_length = 4.0               # nm, polarisability length in vacuum
drain_field = 1e-4               # MV/cm

kappa = np.sqrt(eps_in * eps_out)
q = 0.7
fourier = quad(lambda k: 1 / (eps_in * q**2 + eps_out * k**2),
               -np.inf, np.inf)[0] / (2 * np.pi)
assert abs(fourier * 2 * q * kappa - 1) < 1e-7
A = const.e / (4 * np.pi * const.epsilon_0 * kappa) * 1e9   # eV nm
g0 = g0_cm * 1e-14                                          # 1/(eV nm^2)
scale = A**2 * g0
half_width = np.pi * scale
x_probe = probe / scale
g_linear = probe / (np.pi * A**2) * 1e14
g_full = at(gap, x_probe) * g0_cm
r_probe = A / (2 * probe)
r_edge = A / (2 * half_width)

# gate: the image lies at 2 d sqrt(eps_in/eps_out) in scaled distance
image = 2 * gate_distance * np.sqrt(eps_in / eps_out)
D = image * A * g0


def gated(r):
    s = np.sqrt(r**2 + D**2)
    return D**2 / (r * s * (r + s))


plane_integral = quad(lambda t: 2 * np.pi * np.exp(2 * t) * gated(np.exp(t)),
                      -25, 25, limit=400)[0]
c = 2 * np.pi * D
assert abs(plane_integral / c - 1) < 1e-6
r_table = np.geomspace(1e-8, 1e6, 6000)
u_table = gated(r_table)


def gated_area(s):
    log_r = np.interp(np.log(s), np.log(u_table[::-1]),
                      np.log(r_table[::-1]))
    return np.pi * np.exp(2 * log_r)


flat_bound = lambertw(c).real / c
start = np.minimum(x / (x + np.pi) + flat_bound, 1.0)
gap_gate = solve_gap(gated_area, gated_area(x) * low, start)
assert np.exp(-c) < gap_gate[0] < flat_bound

gate_ratio = 1 - r_probe / np.hypot(r_probe, image)
r0 = sheet_length / kappa


def sheet_ratio(r):
    return r * np.pi / (2 * r0) * (struve(0, r / r0) - y0(r / r0))


onsite = A / loc_length
tunnel_probe = onsite * np.exp(-r_probe / loc_length)
tunnel_edge = onsite * np.exp(-r_edge / loc_length)
kT = const.k / const.e

print("TESTS (reduced or lattice units)")
print(f"isolated pair g/g0: enumerated {pair_enumerated:.4f}, "
      f"formula {pair_formula:.4f}")
print(f"largest transfer-cost error: {transfer_error:.1e}")
print(f"1/pi = {1/np.pi:.4f}, 2/pi = {2/np.pi:.4f}")
for pos in (1e-8, 1e-4, 1e-2, 1e-1, 1.0):
    print(f"closure: G/x at x = {pos:.0e}: {at(gap, pos)/pos:.4f}")
print(f"lattice: {side} x {side} sites, {samples} samples, "
      "bare energies -1 to 1")
print(f"lattice slope alpha from |e| < 0.3: {alpha_sim:.3f}")
print(f"lattice power of g, A/r: {power_sim:.2f}")
print(f"lattice power of g, gated (D = 1): {power_gate:.2f}")
print(f"lattice g for |e| < 0.05, A/r: {centre_bare:.4f}")
print(f"lattice g for |e| < 0.05, gated: {centre_gate:.4f}")
print("EXAMPLE INPUTS (rough)")
print(f"hBN dielectric constants: {eps_in}, {eps_out}")
print(f"bare density of states g0: {g0_cm:.1e} 1/(eV cm2)")
print(f"localisation length: {loc_length} nm")
print(f"gate distance: {gate_distance} nm")
print(f"sheet polarisability length in vacuum: {sheet_length} nm")
print(f"drain field: {drain_field:.0e} MV/cm")
print("EXAMPLE RESULTS")
print(f"kappa: {kappa:.3f}")
print(f"A: {A:.4f} eV nm")
print(f"energy scale A^2 g0: {scale*1e3:.2f} meV")
print(f"half-width pi A^2 g0: {half_width*1e3:.2f} meV")
print(f"probe energy: {probe*1e3:.1f} meV, x = {x_probe:.3f}")
print(f"g at probe, linear law 1/pi: {g_linear:.3e} 1/(eV cm2)")
print(f"g at probe, linear law 2/pi: {2*g_linear:.3e} 1/(eV cm2)")
print(f"g at probe, full closure: {g_full:.3e} 1/(eV cm2)")
print(f"least pair distance at probe: {r_probe:.1f} nm")
print(f"least pair distance at half-width: {r_edge:.2f} nm")
print("NEGLECTED EFFECTS")
print(f"gated/bare interaction at probe distance: {gate_ratio:.3f}")
print(f"g at probe, closure with gate: "
      f"{at(gap_gate, x_probe)*g0_cm:.3e} 1/(eV cm2)")
print(f"g(0)/g0, closure with gate: {gap_gate[0]:.4f}")
print(f"sheet-screened/bare at probe distance: {sheet_ratio(r_probe):.4f}")
print(f"sheet-screened/bare at half-width: {sheet_ratio(r_edge):.4f}")
print(f"tunnelling estimate at probe: {tunnel_probe*1e3:.1e} meV")
print(f"tunnelling estimate at half-width: {tunnel_edge*1e3:.2f} meV")
print(f"double-occupation energy A/xi: {onsite*1e3:.0f} meV")
print(f"kT at 4 K: {4*kT*1e3:.3f} meV, at 300 K: {300*kT*1e3:.1f} meV")
print(f"field energy over probe distance: "
      f"{drain_field*0.1*r_probe*1e3:.2f} meV")
print("tests ok")
```

Output:

```
TESTS (reduced or lattice units)
isolated pair g/g0: enumerated 0.8120, formula 0.8125
largest transfer-cost error: 8.0e-15
1/pi = 0.3183, 2/pi = 0.6366
closure: G/x at x = 1e-08: 0.3185
closure: G/x at x = 1e-04: 0.3208
closure: G/x at x = 1e-02: 0.3097
closure: G/x at x = 1e-01: 0.3843
closure: G/x at x = 1e+00: 0.3163
lattice: 26 x 26 sites, 40 samples, bare energies -1 to 1
lattice slope alpha from |e| < 0.3: 0.495
lattice power of g, A/r: 1.26
lattice power of g, gated (D = 1): 0.29
lattice g for |e| < 0.05, A/r: 0.0000
lattice g for |e| < 0.05, gated: 0.2615
EXAMPLE INPUTS (rough)
hBN dielectric constants: 7.0, 3.5
bare density of states g0: 1.0e+13 1/(eV cm2)
localisation length: 2.0 nm
gate distance: 100.0 nm
sheet polarisability length in vacuum: 4.0 nm
drain field: 1e-04 MV/cm
EXAMPLE RESULTS
kappa: 4.950
A: 0.2909 eV nm
energy scale A^2 g0: 8.46 meV
half-width pi A^2 g0: 26.59 meV
probe energy: 5.0 meV, x = 0.591
g at probe, linear law 1/pi: 1.881e+12 1/(eV cm2)
g at probe, linear law 2/pi: 3.761e+12 1/(eV cm2)
g at probe, full closure: 2.149e+12 1/(eV cm2)
least pair distance at probe: 29.1 nm
least pair distance at half-width: 5.47 nm
NEGLECTED EFFECTS
gated/bare interaction at probe distance: 0.898
g at probe, closure with gate: 2.326e+12 1/(eV cm2)
g(0)/g0, closure with gate: 0.0146
sheet-screened/bare at probe distance: 0.9992
sheet-screened/bare at half-width: 0.9812
tunnelling estimate at probe: 7.0e-05 meV
tunnelling estimate at half-width: 9.44 meV
double-occupation energy A/xi: 145 meV
kT at 4 K: 0.345 meV, at 300 K: 25.9 meV
field energy over probe distance: 0.29 meV
tests ok
```
